\section*{Counting the steps in a hafnia grain's polarization switching}

\section*{Question}

A single-grain ferroelectric transistor has a hafnium zirconium oxide film of thickness $d=10$ nm. Repeated voltage pulses put $V=2.0$ V across the film, so the field is $E=V/d=2.0$ MV/cm. Before each pulse the grain is reset to the same state. The switching time $T$ is measured from the arrival of the field. In $N=200$ trials the coefficient of variation, $c=(\text{standard deviation})/(\text{mean})$, is $0.5$.

Assume at first that the grain switches when $k$ irreversible steps have occurred in sequence, each with the same constant rate $r=1/\tau$. The step time is modelled by
\[
\tau=\tau_0 e^{E_a/E},\qquad \tau_0=0.1\ \text{ns},\qquad E_a=16\ \text{MV/cm at }300\ \text{K}.
\]
Angle brackets denote averages over trials.

\section*{Part (a): one step}

\textbf{Find the mean and variance of the waiting time $t$ for one step.}

\textbf{Answer.} Let $S(t)$ be the probability that the step has not occurred by time $t$. In a short interval $dt$ a fraction $r\,dt$ of the waiting cases is lost, so
\[
\frac{dS}{dt}=-rS,\qquad S(0)=1,\qquad S=e^{-t/\tau}.
\]
The probability density of the waiting time is $-dS/dt$. Integrating by parts, with boundary terms that vanish at both ends, gives
\begin{align*}
\langle t\rangle&=-\int_0^\infty t\,\frac{dS}{dt}\,dt=\int_0^\infty S\,dt=\tau,\\
\langle t^2\rangle&=-\int_0^\infty t^2\frac{dS}{dt}\,dt
=2\int_0^\infty tS\,dt=2\tau^2 .
\end{align*}
The last integral follows from $\int_0^\infty te^{-t/\tau}dt=\tau\int_0^\infty e^{-t/\tau}dt=\tau^2$. The variance is therefore $2\tau^2-\tau^2=\tau^2$.

\section*{Part (b): $k$ steps}

\textbf{Show that $c=1/\sqrt{k}$, and interpret the limits $k=1$ and $k\to\infty$.}

\textbf{Answer.} Write $T=\sum_{i=1}^k t_i$. Each step starts when the previous one ends, and its rate does not depend on how long the earlier steps took. The waits are therefore independent. With $\delta t_i=t_i-\tau$,
\[
\operatorname{Var}T=\sum_i\langle\delta t_i^2\rangle
+\sum_{i\ne j}\langle\delta t_i\rangle\langle\delta t_j\rangle
=k\tau^2,
\]
because each $\langle\delta t_i\rangle$ is zero. Means add too, so $\langle T\rangle=k\tau$ and
\begin{equation}
c=\frac{\sqrt{k}\,\tau}{k\tau}=\frac{1}{\sqrt{k}} .
\label{eq:main}
\end{equation}
The step time cancels: a stronger field that speeds all steps equally leaves $c$ unchanged. For $k=1$ the spread equals the mean. As $k\to\infty$ at fixed mean time, the fluctuations of many short steps average out and switching becomes a sharp clock.

\section*{Part (c): inference and sampling error}

\textbf{Infer $k$ and find the mean switching time. For large $N$, derive the standard error of $c$, and decide how well the data exclude the neighbouring integers.}

\textbf{Answer.} Equation~\eqref{eq:main} gives
\[
k=\frac{1}{c^2}=\frac{1}{0.5^2}=4 .
\]
The exponent is $E_a/E=16/2=8$, so $\tau=0.1\,e^{8}=298.1$ ns. The mean switching time is $4\tau=1192$ ns and its standard deviation is $2\tau=596$ ns.

For the sampling error, let $\mu$ and $\sigma$ be the true mean and standard deviation, and put $z=(T-\mu)/\sigma$. Since $c=\sqrt{\sigma^2}/\mu$, small errors in the sample variance and sample mean give
\[
\frac{\delta c}{c}=\frac{\delta(\sigma^2)}{2\sigma^2}-\frac{\delta\mu}{\mu}
\simeq\frac1N\sum_{n=1}^N\left[\frac{z_n^2-1}{2}-c\,z_n\right].
\]
The bracket has zero mean. Its variance is
\[
\frac{\langle z^4\rangle-1}{4}+c^2-c\langle z^3\rangle .
\]
The moments follow from the cumulants. For one step, $\ln\langle e^{qt}\rangle=-\ln(1-q\tau)=\sum_n q^n\tau^n/n$ for $|q|\tau<1$, so the $n$th cumulant is $(n-1)!\,\tau^n$. Cumulants of independent waits add. The second, third and fourth cumulants of $T$ are thus $k\tau^2$, $2k\tau^3$ and $6k\tau^4$, and
\[
\langle z^3\rangle=\frac{2k\tau^3}{(k\tau^2)^{3/2}}=\frac{2}{\sqrt{k}},\qquad
\langle z^4\rangle=3+\frac{6k\tau^4}{(k\tau^2)^2}=3+\frac6k .
\]
With $c=1/\sqrt{k}$ the variance of the bracket becomes
\[
\frac12+\frac{3}{2k}+\frac1k-\frac2k=\frac12\left(1+\frac1k\right).
\]
Averaging $N$ independent trials divides it by $N$:
\[
\frac{\mathrm{SE}(c)}{c}=\sqrt{\frac{1+1/k}{2N}} .
\]
For $k=4$ and $N=200$, $\mathrm{SE}(c)=0.5\sqrt{1.25/400}=0.028$. Simulated records of 200 trials scatter by the same amount to this precision.

Three equal steps would give $c=0.577$ and five would give $0.447$. Using the standard error belonging to each hypothesis, the measured value lies 2.3 standard errors from $k=3$ and 2.2 from $k=5$. Four is preferred. A value this far out on the observed side occurs in about 1\% of records if $k=3$ and about 2\% if $k=5$, so both neighbours fail the usual 5\% test, but neither is excluded at a stricter level such as three standard errors.

\section*{Part (d): unequal steps}

\textbf{The steps now have mean times $\tau_i$. What does $c=0.5$ prove about $k$? Find $x$ such that five steps with relative times $1,1,1,1,x$ also give $c=0.5$. Could the skewness $\langle z^3\rangle$ expose them?}

\textbf{Answer.} Variances and means still add, so
\begin{equation}
c^2=\frac{\sum_i\tau_i^2}{\left(\sum_i\tau_i\right)^2}\ge\frac1k .
\label{eq:bound}
\end{equation}
The inequality is that of Cauchy and Schwarz, $(\sum_i 1\cdot\tau_i)^2\le k\sum_i\tau_i^2$, with equality when all $\tau_i$ are equal. Hence $k\ge1/c^2=4$: if $c=0.5$ is taken as exact, at least four steps are required. The sampling error found in part (c) weakens this conclusion for a finite record. A few very fast steps add almost nothing to either sum, so they cannot be counted this way. A large number of them can add up to a nearly fixed delay, which lowers $c$.

For the five-step case,
\[
\frac{4+x^2}{(4+x)^2}=\frac14
\;\Rightarrow\;16+4x^2=16+8x+x^2
\;\Rightarrow\;x(3x-8)=0,
\]
and the positive root is $x=8/3$. Five steps, one of them slow, thus give the same $c$ as four equal steps; the other root, $x=0$, is the four-step case itself.

The third cumulants add to $2\sum_i\tau_i^3$, which gives the skewness
\[
\frac{2\sum_i\tau_i^3}{\left(\sum_i\tau_i^2\right)^{3/2}}
=\frac{2(4+512/27)}{(4+64/9)^{3/2}}
=\frac{1240/27}{1000/27}=1.24 .
\]
Four equal steps give $2/\sqrt4=1$. In simulated four-step records of 200 trials the sample skewness scatters by $0.26$, slightly more than the difference of $0.24$. This record is too short to separate the two mechanisms by skewness.

\section*{Part (e): reversible steps}

\textbf{Let the grain also step backwards before switching is complete. Show that $k\ge1/c^2$ still holds.}

\textbf{Answer.} Let $P_j$ be the probability that the grain is unswitched with $j$ steps completed, $j=0,\dots,k-1$. The forward rate from state $j$ is $f_j>0$ and the backward rate is $b_j\ge0$, with $b_0=0$. The final step is not reversed. Then $d\mathbf P/dt=-W\mathbf P$, where $W$ is tridiagonal:
\[
W_{jj}=f_j+b_j,\qquad W_{j+1,j}=-f_j,\qquad W_{j-1,j}=-b_j .
\]

The density of $T$ is $g(t)=f_{k-1}P_{k-1}(t)$. A Laplace transform, with the grain starting in state 0, gives $(s+W)\tilde{\mathbf P}=(1,0,\dots,0)^{\mathsf T}$. By Cramer's rule, $\tilde P_{k-1}$ is a ratio of determinants. The numerator is $(-1)^{k-1}$ times the minor left after deleting the first row and last column of $s+W$. That minor is upper triangular with diagonal entries $-f_0,\dots,-f_{k-2}$, so the signs cancel and
\[
\tilde g(s)=\frac{\prod_j f_j}{\det(s+W)}=\frac{\prod_j f_j}{\prod_i(s+\lambda_i)},
\]
where $\lambda_i$ are the eigenvalues of $W$.

These are real. If all $b_j$ with $j\ge1$ are positive, a diagonal rescaling makes $W$ symmetric, with off-diagonal entries $-\sqrt{f_jb_{j+1}}$. If some vanish, $W$ is block triangular and the argument applies to each block.

They are also positive. In each column the diagonal entry is at least the sum of the magnitudes of the others, so Gershgorin's theorem gives $\lambda_i\ge0$. To exclude zero, replace each row $j$ of $W$ by the sum of rows $0$ to $j$. The determinant is unchanged, and the new matrix is upper triangular with diagonal entries $f_j$. Hence $\prod_i\lambda_i=\det W=\prod_jf_j>0$, and
\[
\tilde g(s)=\prod_{i=1}^{k}\frac{\lambda_i}{s+\lambda_i} .
\]
Each factor is the transform of an exponential density with mean $1/\lambda_i$. Thus $T$ is distributed as a sum of $k$ independent exponential times, and \eqref{eq:bound} applies with $\tau_i=1/\lambda_i$. These times belong to the whole chain and not to individual physical steps.

For $k=4$, equal forward rates $r$ and backward rates $0.1r$, the mean rises from 1192 to 1288 ns and $c$ becomes $0.538$. Reading this as equal irreversible steps would give $1/c^2=3.45$, below the true number, as the bound requires.

\section*{Part (f): pooled devices}

\textbf{Suppose instead that $c=0.5$ was obtained by pooling devices whose mean switching times have relative spread $v$. Find the corrected $k$ for equal steps. Evaluate it for a uniform distribution of film thickness with standard deviation 0.3 nm, at fixed voltage.}

\textbf{Answer.} Write $T=M\theta$, where $M$ is the mean time of the chosen device and $\theta$ is an independent factor with mean 1 and variance $1/k$. Then $\langle T\rangle=\langle M\rangle$ and $\langle T^2\rangle=\langle M^2\rangle\langle\theta^2\rangle$. Dividing the second by the square of the first,
\[
1+c^2=(1+v^2)\left(1+\frac1k\right).
\]
Expanding the right side and collecting the terms in $1/k$ gives
\begin{equation}
c^2-v^2=\frac{1+v^2}{k},\qquad k=\frac{1+v^2}{c^2-v^2}.
\label{eq:pool}
\end{equation}
A solution needs $v<c$. If $v\ge c$, the spread between devices is already too large for any finite $k$.

At fixed voltage $E_a/E=E_ad/V$, so $M$ is proportional to $e^{y}$, with $y$ the deviation of this exponent from 8. A uniform distribution has half-width $\sqrt3$ times its standard deviation. Hence $y$ is uniform between $-x$ and $x$, with $x=\sqrt3\times8\times0.3/10=0.416$. Its averages are $\langle e^y\rangle=\sinh x/x$ and $\langle e^{2y}\rangle=\sinh2x/(2x)$, so
\[
1+v^2=\frac{\langle e^{2y}\rangle}{\langle e^y\rangle^2}
=\frac{2\sinh x\cosh x}{2x}\,\frac{x^2}{\sinh^2x}=x\coth x .
\]
This gives $v=0.239$, and \eqref{eq:pool} gives
\[
k=\frac{1+0.239^2}{0.5^2-0.239^2}\simeq5.5 .
\]
The non-integer result means that no whole number of equal steps fits these inputs exactly; five and six are the nearest. Conversely, four true steps pooled in this way would give $c=0.567$ and an apparent $k$ of 3.1. A thickness deviation of 0.64 nm would by itself produce $c=0.5$, leaving no room for random steps.

\section*{Part (g): delay, missed events and the real device}

\textbf{Return to one grain with $k=4$. Estimate the bias if time is counted from the start of a voltage edge with exponential rise constant 5 ns, and, separately, if events after 3000 ns are discarded. Then assess the inference for a real device.}

\textbf{Answer.} During the edge the step rate $r(t)$ is below its final value $r$. Once the edge is over, the accumulated progress is
\[
\int_0^t r(t')\,dt'=r(t-\delta),\qquad
\delta=\int_0^\infty\left[1-\frac{r(t')}{r}\right]dt' .
\]
If the steps follow the instantaneous field $E(1-e^{-t/t_r})$ with $t_r=5$ ns, the step law gives $r(t)/r=\exp[-8/(e^{t/t_r}-1)]$, and numerical integration gives $\delta=13.8$ ns. Switching during the edge is negligible here, so the edge shifts the mean by $\delta$ and leaves the standard deviation unchanged:
\[
c=\frac{0.5}{1+13.8/1192}=0.494,\qquad \frac1{c^2}=4.09 .
\]

For the window, the grain is unswitched at time $t$ if fewer than four Poisson steps have occurred. With $u=3000/298.1=10.06$, the missed fraction is
\[
e^{-u}\left(1+u+\frac{u^2}{2}+\frac{u^3}{6}\right)=0.99\% .
\]
Switching at time $t$ requires three completed steps followed by a fourth, so the density of $s=T/\tau$ is $s^3e^{-s}/6$. The moments of the remaining events are therefore
\[
\langle s^n\rangle=\frac{\int_0^u s^{n+3}e^{-s}\,ds}{\int_0^u s^3e^{-s}\,ds},
\]
and the values for $n=1$ and $n=2$ give $c=0.475$ and an apparent $k$ of 4.4. Losing one event in a hundred matters because the lost events lie furthest from the mean.

The film thickness and field are rough typical values for hafnia devices; $\tau_0$, $E_a$ and $k$ are model inputs or inferences, not established material constants. For a circular grain 10 nm in diameter with remanent polarization $20\ \mu$C/cm$^2$, reversal moves twice the polarization times the area, 0.031 fC or 196 electrons. So small a charge is hard to measure directly, so the switching would be detected through the change it causes in the transistor's current. In a real transistor the film shares the gate voltage with other layers, and trapped charge can alter its field, so $V$ is not the gate voltage. If records from several devices are pooled, a common mean time cannot be assumed: real films contain grains of different orientation and local field, and part (f) shows that 0.3 nm of thickness variation alone moves the inferred $k$ from 4 to about 5.5.

Smaller disturbances act within one device. Treated as spreads of the mean time, amplitude noise of 1\% rms changes an apparent $k$ of 4 to 3.88, and a 2\% linear drift of $E_a$ over the record changes it to 3.96. At 358 K, if $E_a\propto1/T_{\rm abs}$ with $T_{\rm abs}$ the absolute temperature and $\tau_0$ is fixed, the mean time falls to 326 ns; $c$ is unchanged because all steps speed up equally. The field is half of a rough breakdown field of 4 MV/cm. If each of the 200 pulses lasted 3000 ns, the total would be 0.60 ms under field, excluding resets, but these figures do not establish a breakdown lifetime.

Set sampling error aside, and suppose that one stable grain was measured, with every event recorded and timed from the arrival of the field. The measurement then supports four equal rate-limiting steps if their constant rates, equality and irreversibility are justified separately. Irreversibility matters here: five steps with equal forward rates $r$ and backward rates $0.14r$ would also give $c=0.50$. Without equality or irreversibility, but still with constant rates and steps in sequence, the measurement supports at least four. Without constant rates even this bound can fail: one random step of mean time $\tau$ followed by a fixed delay $\tau$, such as domain growth at a steady speed, has standard deviation $\tau$ and mean $2\tau$, and so also gives $c=0.5$. The numerical output lists the main values used.

\section*{Table of computed values}
\begin{verbatim}
MASTER EQUATION, EQUAL STEPS
k = 1: coefficient of variation = 1.0000
k = 2: coefficient of variation = 0.7071
k = 3: coefficient of variation = 0.5774
k = 4: coefficient of variation = 0.5000
k = 5: coefficient of variation = 0.4472
k = 8: coefficient of variation = 0.3536
INFERENCE
measured coefficient of variation = 0.50
inferred number of steps k = 4.00
EXAMPLE
film thickness = 10.0 nm
voltage across film = 2.0 V
field = 2.00 MV/cm
grain diameter = 10.0 nm
remanent polarization = 20 uC/cm2
switched charge = 0.0314 fC
switched charge = 196 electrons
tau0 = 0.1 ns; Ea = 16 MV/cm
exponent Ea/E = 8.00
time per step = 298.1 ns
mean switching time = 1192 ns
standard deviation of time = 596 ns
SAMPLING
number of trials = 200
standard error of c, formula = 0.0280
standard error of c, simulated = 0.0278
k = 3 lies 2.32 standard errors away
k = 5 lies 2.15 standard errors away
FIVE UNEQUAL STEPS, times 1,1,1,1,8/3
coefficient of variation = 0.5000
skewness = 1.240; four equal: 1.000
scatter of sample skewness = 0.259
NEGLECTED EFFECTS (true k = 4): c, apparent k
amplitude noise 1 % rms: 0.5079, 3.88
Ea drift 2 % in total: 0.5027, 3.96
pooled, thickness rms 0.3 nm: 0.5667, 3.11
rise constant 5 ns: 0.4943, 4.09
window 3000 ns: 0.4748, 4.44
backward/forward rate 0.1: 0.5383, 3.45
DETAILS OF THESE EFFECTS
pooled spread of mean time v = 0.2386
k if pooled c is 0.5 = 5.47
thickness rms that alone gives c = 0.5: 0.64 nm
delay from voltage rise = 13.8 ns
events missed by window = 0.99 %
mean time, backward steps = 1288 ns
mean time at 358 K = 326 ns
rough breakdown field = 4.0 MV/cm
field / breakdown field = 0.50
total time under field = 0.60 ms
\end{verbatim}
